# Three Square-Pyramidal Minima from the Singlet E′ State of Cr(CO)5

## What symmetry fixes

Take low-spin $d^6$ Cr(CO)$_5$ as a trigonal bipyramid, with the threefold axis along $z$. Its $d$ orbitals divide into $e''=(xz,yz)$, $e'=(x^2-y^2,xy)$ and $a_1'=z^2$. If their energies rise in that order, the configuration is $(e'')^4(e')^2$. Two electrons in $e'$ give

$$E'\otimes E'=A_1'+E'+A_2'.$$

The first two products are symmetric under exchange of the electrons and belong to singlets; the antisymmetric $A_2'$ belongs to a triplet. A degenerate $^1E'$ term therefore exists.

Let the three equatorial carbonyls, at azimuths $\beta_j=0,2\pi/3,4\pi/3$ and distance $R$, turn in their plane by

$$\delta_j=-\sqrt{2/3}\,(\rho/R)\sin(\beta_j-\varphi),\qquad \sum_j(R\delta_j)^2=\rho^2 .$$

This is an $e'$ bend. Bond lengths and axial ligands are held fixed. At $\varphi=0$ ligand 1 stays put and the angle between the other two opens by $\sqrt2\,\rho/R$. When it reaches $180^\circ$, ligand 1 is the apex of a square pyramid.

Write $q=\rho e^{i\varphi}$, and write the splitting of the $e'$ orbitals, in the basis $a=x^2-y^2$, $b=xy$, as

$$\hat h=\begin{pmatrix}\mathrm{Re}\,h&\mathrm{Im}\,h\\ \mathrm{Im}\,h&-\mathrm{Re}\,h\end{pmatrix}.$$

A rotation by $\alpha=2\pi/3$ turns the orbital pair by $2\alpha$, hence multiplies $h$ by $e^{4i\alpha}=e^{i\alpha}$. It multiplies $q$ by $e^{i\alpha}$ and $\bar q^2$ by $e^{-2i\alpha}=e^{i\alpha}$, but $q^2$ by $e^{2i\alpha}$ and $|q|^2$ by 1. Through second order this leaves

$$W\equiv2h=Fq+G\bar q^2 .$$

The reflection $y\to-y$ conjugates both $h$ and $q$, so $F$ and $G$ are real. Then

$$|W|^2=F^2\rho^2+2FG\rho^3\cos3\varphi+G^2\rho^4 .$$

The threefold term in $|W|^2$ needs both couplings. What remains is how the singlet energy depends on $|W|$. With elastic energy $K\rho^2/2$ and a gap $\Delta$ from $^1E'$ up to $^1A_1'$, the result derived below in two ways is

$$U=\tfrac12K\rho^2+\tfrac12\Delta-S,\qquad S=\sqrt{\tfrac14\Delta^2+|W|^2}. \tag{1}$$

The algebra is in atomic units; numbers are in eV and Å.

## First derivation: from the terms of the bipyramid

The singlet pair functions are

$$\theta=\frac{aa-bb}{\sqrt2},\quad \epsilon=\frac{ab+ba}{\sqrt2},\quad \mathcal A=\frac{aa+bb}{\sqrt2}.$$

Let $J_{aa}=J_{bb}$ and $J_{ab}$ be the Coulomb integrals and $X=(ab|ab)>0$ the exchange integral. The repulsion energies are $J_{aa}-X$ for $\theta$, $J_{ab}+X$ for $\epsilon$ and $J_{aa}+X$ for $\mathcal A$. Since $\theta$ and $\epsilon$ are partners in $E'$, their energies agree, so $J_{aa}-J_{ab}=2X$. Relative to $^1E'$, $^1A_1'$ lies at $\Delta=2X$. The triplet, with energy $J_{ab}-X$, lies at $-2X=-\Delta$. The degenerate term is thus the lowest singlet of the configuration, not its lowest state.

Now add $V=\hat h(1)+\hat h(2)$. Because $h_{bb}=-h_{aa}$,

$$\langle\theta|V|\theta\rangle=\tfrac12(2h_{aa}+2h_{bb})=0 .$$

Both $\langle\epsilon|V|aa\rangle$ and $\langle\epsilon|V|bb\rangle$ equal $\sqrt2\,h_{ab}$. They cancel in $\langle\epsilon|V|\theta\rangle$ and add in $\langle\epsilon|V|\mathcal A\rangle=2h_{ab}$. Also $\langle\epsilon|V|\epsilon\rangle=h_{aa}+h_{bb}=0$ and $\langle\mathcal A|V|\theta\rangle=h_{aa}-h_{bb}=2h_{aa}$. In the order $\theta,\epsilon,\mathcal A$,

$$H=\begin{pmatrix}0&0&W_x\\0&0&W_y\\W_x&W_y&\Delta\end{pmatrix},\qquad W=W_x+iW_y .$$

The linear coupling is absent inside $^1E'$ and acts between $^1E'$ and $^1A_1'$. The combination $(-W_y,W_x,0)$ is uncoupled and stays at zero. The combination along $(W_x,W_y,0)$ meets $\mathcal A$ in

$$\begin{pmatrix}0&|W|\\|W|&\Delta\end{pmatrix},\qquad \lambda^2-\Delta\lambda-|W|^2=0,\qquad \lambda=\tfrac12\Delta\pm S .$$

The lower root plus the elastic energy is (1).

The linear term inside $^1E'$ stays absent when all $d^6$ configurations mix. In the bipyramid the ligand field on the $d$ shell is diagonal, with equal energies for $m$ and $-m$, so the total $M$ is conserved. The components of $^1E'$ have $M=\pm4$. A one-electron $d$ operator changes $M$ by at most 4 and cannot join states 8 apart; its part that leaves $M$ unchanged is invariant under the threefold rotation and so is absent from an $e'$ distortion. Metal-ligand covalency breaks this axial symmetry. The real molecule may then have a linear term inside $^1E'$, which symmetry allows and this model omits.

## Second derivation: from the orbitals of the distorted molecule

Now diagonalize $\hat h$ first. Its eigenvalues are $\mp|h|$, with orbitals

$$c=\cos\alpha\,a+\sin\alpha\,b,\qquad d=-\sin\alpha\,a+\cos\alpha\,b .$$

Integrals with an odd number of $b$'s vanish by the reflection $y\to-y$. Expanding the density $cc$ gives

$$\begin{aligned}J_{cc}&=(\cos^4\alpha+\sin^4\alpha)J_{aa}+2\cos^2\alpha\sin^2\alpha\,(J_{ab}+2X)\\&=J_{aa}+2\cos^2\alpha\sin^2\alpha\,(J_{ab}-J_{aa}+2X).\end{aligned}$$

A threefold rotation carries $a$ into such a $c$ with $\sin\alpha\cos\alpha\ne0$ and cannot change its self-repulsion. The last bracket is therefore zero, and $J_{cc}=J_{dd}=J_{aa}$ for every $\alpha$.

The product density is $cd=\cos\alpha\sin\alpha\,(bb-aa)+\cos2\alpha\,ab$. Hence

$$(cd|cd)=2\cos^2\alpha\sin^2\alpha\,(J_{aa}-J_{ab})+\cos^22\alpha\,X=(\sin^22\alpha+\cos^22\alpha)X=X,$$

$$(cc|cd)=\cos\alpha\sin\alpha\cos2\alpha\,(J_{ab}-J_{aa}+2X)=0 .$$

By the same steps $(dd|cd)=0$, so the open-shell singlet decouples. The two closed-shell pairs remain:

$$\begin{pmatrix}J_{aa}-2|h|&X\\X&J_{aa}+2|h|\end{pmatrix},\qquad \lambda=J_{aa}\pm\sqrt{4|h|^2+X^2}.$$

At $h=0$ the lower root is $J_{aa}-X$, the energy of $^1E'$. Subtracting it gives $X-\sqrt{X^2+4|h|^2}$. With $X=\Delta/2$ and $2|h|=|W|$ this is again (1).

## Why there are three minima

Let $F,G>0$, $K>2G$ and $0<\Delta<2F^2/K$. From (1),

$$\frac{\partial U}{\partial\varphi}=\frac{3FG\rho^3\sin3\varphi}{S}.$$

Away from the origin, stationary points need $\cos3\varphi=\pm1$. The second angular derivative there is $\pm9FG\rho^3/S$.

On the rays $\cos3\varphi=1$, $|W|=\rho(F+G\rho)$ and

$$\frac{\partial U}{\partial\rho}=\rho(K-L),\qquad L=\frac{(F+G\rho)(F+2G\rho)}{S}. \tag{2}$$

Multiply $L'/L$ by the positive factor $(F+G\rho)(F+2G\rho)S^2$:

$$\begin{aligned}&G(3F+4G\rho)\left[\tfrac14\Delta^2+\rho^2(F+G\rho)^2\right]-\rho(F+G\rho)^2(F+2G\rho)^2\\&\quad=\tfrac14G\Delta^2(3F+4G\rho)-F\rho(F+G\rho)^3 .\end{aligned}$$

The ratio $\rho(F+G\rho)^3/(3F+4G\rho)$ grows with $\rho$, since $3G/(F+G\rho)>4G/(3F+4G\rho)$. So $L'$ changes sign once: $L$ starts at $2F^2/\Delta>K$, rises, then falls towards $2G<K$. It crosses $K$ once, and there $\partial U/\partial\rho$ turns from negative to positive. Each of the rays $\varphi=0,2\pi/3,4\pi/3$ carries one minimum.

On the opposite rays $L$ becomes $(F-G\rho)(F-2G\rho)/S$. Up to $\rho=F/2G$ it falls steadily from $2F^2/\Delta$ to zero, which gives one root. Between $F/2G$ and $F/G$ it is not positive. Beyond $F/G$, $S>\rho(G\rho-F)$ makes it smaller than $(2G\rho-F)/\rho<2G<K$. The single root is a minimum radially and a maximum in angle, hence a saddle.

Near the origin $S\approx\Delta/2+F^2\rho^2/\Delta$, so $U\approx\frac12(K-2F^2/\Delta)\rho^2$, a maximum. The term $^1E'$ thus splits quadratically at first, not as a cone.

In the opposite limit, $\Delta\to0$, the sheet is the usual linear-plus-quadratic Jahn-Teller form $\frac12K\rho^2-|W|$. On the two kinds of ray it is $\frac12(K\mp2G)\rho^2-F\rho$ (up to $\rho=F/G$ for the lower sign). Completing the square gives

$$\rho=\frac{F}{K\mp2G},\quad U=-\frac{F^2}{2(K\mp2G)},\quad B=\frac{2GF^2}{K^2-4G^2},$$

with upper signs for minima, lower signs for saddles, and $B$ the barrier.

The conditions have distinct roles. Without $F$ or without $G$ the warping of (1) vanishes. This rests on the harmonic elastic energy: symmetry also allows an elastic term $\rho^3\cos3\varphi$, and the ligand repulsion used below favours the opening side on its own, by 0.014 eV at $\rho=0.75$ Å and 0.12 eV at 1.41 Å. If $FG<0$, the minima move to rays where the equatorial angle closes. If $K<2G$, the truncated energy has no lower bound. If $\Delta>2F^2/K$, the bipyramid becomes a local singlet minimum.

## Why the minima are square pyramids

Angular-overlap energies $e_\sigma$ and $e_\pi$ per ligand supply the sign of $FG$. An equatorial ligand at azimuth $\gamma$ has $\sigma$ amplitudes $\frac{\sqrt3}{2}(\cos2\gamma,\sin2\gamma)$ on $(a,b)$ and in-plane $\pi$ amplitudes $(-\sin2\gamma,\cos2\gamma)$. Squaring them gives

$$h=A\sum_je^{4i(\beta_j+\delta_j)},\qquad A=\tfrac38e_\sigma-\tfrac12e_\pi .$$

Use $e^{4i\beta_j}=e^{i\beta_j}$, whose sum is zero, and expand to second order:

$$h\approx A\Big[4i\sum_je^{i\beta_j}\delta_j-8\sum_je^{i\beta_j}\delta_j^2\Big].$$

Write the sine in $\delta_j$ as exponentials. In the first sum the part without $\beta_j$ survives and gives $2\sqrt6\,q/R$. In the second, $\delta_j^2=\frac13(\rho/R)^2[1-\cos(2\beta_j-2\varphi)]$, and the part with $e^{3i\beta_j}=1$ gives $4\bar q^2/R^2$. Therefore

$$F=4\sqrt6A/R,\qquad G=8A/R^2 .$$

Within the $e'$ pair their product is positive, which selects the opening side. (The assumed order $e''<e'$ needs $e_\pi<\tfrac9{16}e_\sigma$, so $A>0$ here.) Mixing of $e'$ with the empty $a_1'$ orbital, left out here, also changes the splitting at second order. For the parameters below it lowers $G$ by about 14%; when $A$ is small and positive ($e_\pi$ above about $0.45\,e_\sigma$) it outweighs $G$ in the orbital splitting, and the sign rule is then not assured.

With $e_\sigma=1.00$ and $e_\pi=-0.25$ eV, $A=0.500$ eV, and the orbital energies are $-0.875$ ($e''$), $0.750$ ($e'$) and $2.750$ eV ($a_1'$), in the assumed order. Configuration interaction over the whole $d^6$ shell, with Racah $B=0.04$ and $C=0.15$ eV, gives a degenerate lowest singlet. Its characters under $C_3$, $C_2$ and $\sigma_h$ are $-1$, 0 and 2, those of $E'$. The linear coupling inside it is zero to rounding; to the next singlet it is 4.85 eV/rad.

Formula (1), with $W$ cut at second order, does not know that a square pyramid has a fourfold axis. A separate test relaxed all ligand directions on the lowest $d^6$ singlet surface, with a ligand pair repulsion of 1.00 eV at unit distance (in units of $R$). Three starts, each bent towards a different equatorial apex and slightly disordered, ended at equal energies with four equal apex-basal angles of $91.2^\circ$. These pyramids lie 2.7 eV below the singlet bipyramid, and the closed-angle saddle between two of them lies 1.76 eV above the pyramids. Both figures belong to this rough ligand field.

## Worked example

Take $R=1.90$ Å, $F=1.00$ eV/Å, $G=0.15$ eV/Å$^2$ and, since the exchange integral $X$ of this orbital pair equals Racah's $C$, $\Delta=2C=0.30$ eV. The local ligand-field slopes are larger, 2.58 eV/Å and 1.11 eV/Å$^2$, but their expansion fails over a large bend: at the square pyramid it gives $|W|=5.82$ eV, against 3.00 eV from the full sum. The chosen $F$ and $G$ are effective values and give 1.70 eV there.

A square pyramid with right angles needs a $30^\circ$ turn of two ligands, so $\rho=\sqrt2\,(1.90)\,\pi/6=1.407$ Å. Then $|W|=1.407+0.15(1.407)^2=1.704$ eV and $S=\sqrt{0.15^2+1.704^2}=1.710$ eV. Setting (2) to zero fixes the stiffness,

$$K=\frac{(1.211)(1.422)}{1.710}=1.007\ \text{eV/Å}^2 .$$

The conditions hold: $2G=0.30<K$, and $\Delta$ is below $2F^2/K=1.99$ eV. The minimum energy is

$$U=\tfrac12(1.007)(1.407)^2+0.150-1.710=-0.564\ \text{eV}.$$

Minimization over the plane from ten starts found these three minima and no others. The saddles lie at 0.751 Å and $-0.249$ eV, so the barrier is 0.315 eV (30.4 kJ/mol). For $\Delta=0$ and the same $K$, the barrier is 0.325 eV and the minimum energy $-0.707$ eV: a gap as small as 0.30 eV costs depth but hardly changes the barrier, while a much larger one would lower it. Full configuration interaction puts the next singlet at 0.21 eV, not 0.30 eV. Since $\partial U/\partial\Delta=\frac12-\Delta/4S\approx0.46$, using that gap would lower the minimum by about 0.04 eV.

The triplet has one electron in each $e'$ orbital, so its orbital splittings cancel and, with the same $K$, its minimum stays at the bipyramid, at $-0.30$ eV. Mixing with $a_1'$, left out here, softens it by 0.27 eV/Å$^2$, less than this $K$ but enough to bend it on a softer frame. For the same $F$, $G$ and $K$, the singlet pyramid is the lowest state only while $\Delta<0.48$ eV. The singlet drops below it beyond 0.40 Å along $\varphi=0$. Near this crossing, spin-orbit coupling could mix the two.

Cr(CO)$_5$ forms when Cr(CO)$_6$, a vapour precursor for chromium films, loses a carbonyl, and its ground state is a square-pyramidal singlet. The octahedral splitting implied here, $3e_\sigma-4e_\pi=4.0$ eV, is roughly that of the hexacarbonyl; the effective $F$ and $G$ have no such support. With a rough moving mass of 28 u (rigid carbonyls turning about the metal would give about 40 u and frequencies some 20% lower), the zero-point energy of the two bends is 0.012 eV, small beside the barrier. The tunnelling action between minima is about $100\hbar$, so tunnelling is negligible. At 350 K, where $kT=0.030$ eV, a rate equal to the tangential frequency times the Boltzmann factor of the barrier, doubled for the two saddles of this sheet, gives a hopping time near 5 ns. A real pyramid has two equivalent trans pairs and so four exits, which brings the estimate to about 3 ns. With these parameters, a fixed apex is a sound picture for much shorter times. An error of 0.1 eV in the barrier changes this time by a factor of nearly 30, and the barrier is not fixed to that accuracy: the ligand-field surface above gives 1.76 eV instead of 0.315 eV. The time illustrates the method and is not a prediction for Cr(CO)$_5$. In a reactor, fragments born hot from photolysis, or capped by another molecule at the vacant site, break the assumption of a free thermal molecule; this model does not size either effect.

## What each derivation assumes

Both derivations keep two electrons in $e'$, with $e''$ filled, $a_1'$ empty and repulsion integrals unchanged by the bend. Given that, (1) holds for any ratio of $|W|$ to $\Delta$.

The first takes the term energies of the bipyramid as input and needs the degeneracy of $^1E'$. It shows where the linear coupling acts, and a covalent linear term inside $^1E'$ can be added directly to its upper $2\times2$ block. It is the natural starting point when $|W|\ll\Delta$.

The second needs the threefold invariance of the integrals and starts from the distorted molecule. It is natural when $|W|\gg\Delta$, where the state is nearly a closed-shell pair in the lower orbital. It also gives the sign carried around the trough. The angle $\alpha$ advances by half the phase of $h$, so one loop around the bipyramid with $\rho<F/G$, which encloses no other zero of $W$, reverses $c$, but the pair $cc$ returns unchanged. On a loop of radius 0.3 rad the orbital sign was $-1$ and that of the full $d^6$ singlet $+1$. A two-state model with linear coupling inside $^1E'$ can have the same three minima, but its electronic state changes sign on a loop around the central intersection alone. The presence of three minima therefore does not settle which coupling produced them; the sheet near the bipyramid, smooth here and a cone there, does distinguish the two.

The numerical output follows.

## Computed results

```
LIGAND-FIELD MODEL (d6, full d-shell CI)
e_sigma: 1.00 eV
e_pi: -0.25 eV
Racah B: 0.04 eV
Racah C: 0.15 eV
Ligand repulsion at unit distance: 1.00 eV
Orbital e'': -0.8750 eV
Orbital e': 0.7500 eV
Orbital a1': 2.7500 eV
Characters C3, C2, sigma_h: -1.00, 0.00, 2.00
Lowest triplet relative to 1E': -0.3137 eV
Next singlet relative to 1E', full CI: 0.2101 eV
Gap 1E' to 1A1' in pure e'^2: 0.3000 eV
Linear coupling inside 1E': 2.9e-12 eV/rad
Linear coupling 1E' to next singlet: 4.853 eV/rad
Angular constant A: 0.500 eV
Local ligand-field F: 2.578 eV/angstrom
Local ligand-field G: 1.108 eV/angstrom^2
Ligand-field W at square pyramid, full: 3.000 eV
Same W, quadratic truncation: 5.821 eV
Loop sign, orbital and singlet: -1, 1
Relaxed apex-basal angle: 91.16 degree
Relaxed pyramid below bipyramid: 2.712 eV
WORKED EXAMPLE (effective parameters)
Metal-carbon distance: 1.90 angstrom
F: 1.00 eV/angstrom
G: 0.15 eV/angstrom^2
K from square-pyramid condition: 1.0069 eV/angstrom^2
Upper limit of gap, 2F^2/K: 1.9863 eV
Curvature at bipyramid: -5.660 eV/angstrom^2
Minimum directions (degree): [0, 120, 240]
Minimum radius: 1.4069 angstrom
Opened equatorial angle at minimum: 180.00 degree
W at minimum: 1.7038 eV
Energy at minimum: -0.5639 eV
Saddle radius: 0.7507 angstrom
Energy at saddle: -0.2491 eV
Barrier between minima: 0.3148 eV
Barrier between minima: 30.4 kJ/mol
Zero-gap minimum radius: 1.4147 angstrom
Zero-gap minimum energy: -0.7073 eV
Zero-gap saddle radius: 0.7652 angstrom
Zero-gap saddle energy: -0.3826 eV
Zero-gap barrier: 0.3247 eV
Tangential force constant: 1.1105 eV/angstrom^2
Radial force constant: 0.6989 eV/angstrom^2
NEGLECTED EFFECTS
Rough moving mass: 28.0 u
Tangential quantum: 0.01288 eV
Radial quantum: 0.01022 eV
Zero-point energy, two modes: 0.01155 eV
Tunnelling exponent (WKB action/hbar): 103.8
Temperature of use: 350 K
Thermal energy kT: 0.0302 eV
Hopping time between minima: 5.47e-09 s
Triplet energy at bipyramid: -0.3000 eV
Singlet-triplet crossing radius: 0.4002 angstrom
```
